\section*{Why surface core levels shift oppositely in early and late transition metals}

\section{One narrowing, two signs}

A model transition metal has a d band 8.00 eV wide in the bulk and 6.93 eV wide in its surface layer. With three d electrons per atom, the surface core level lies 0.21 eV deeper than the bulk one. With eight, it lies 0.32 eV shallower. The widths are the same in both cases; only the filling differs. How can one narrowing push core levels in opposite directions?

Narrowing a band about a fixed centre moves no centre. The shift appears because the surface layer must also stay nearly neutral while sharing the Fermi level of the bulk. The contributions are taken one at a time below, first those that make the effect and then those that correct it.

\section{Contribution 1: fewer neighbours, narrower band}

Let the d orbitals have on-site energy $e$, and measure energy from it. The second moment of the local density of states on orbital $i$ is
\begin{equation}
\langle i|H^2|i\rangle=\sum_j |H_{ij}|^2 ,
\end{equation}
a sum over hops from $i$ to its neighbours and back. About any bond axis, the hopping matrix has the eigenvalues $V_\sigma$ (once), $V_\pi$ (twice) and $V_\delta$ (twice). Averaged over the five orbitals, each neighbour therefore contributes $(V_\sigma^2+2V_\pi^2+2V_\delta^2)/5$, whatever the bond direction. With $Z$ equivalent neighbours, the averaged moment is proportional to $Z$.

Now model the band as a rectangle of width $W$. Its variance is
\begin{equation}
\frac1W\int_{-W/2}^{W/2}x^2\,dx=\frac{W^2}{12}.
\end{equation}
Equating the two moments gives $W^2\propto Z$. With unchanged hopping strengths, and b and s denoting bulk and surface,
\begin{equation}
W_s=W_b\sqrt{Z_s/Z_b}.
\end{equation}
An fcc (111) surface has $Z_s=9$ and $Z_b=12$, so $W_s=8.000\sqrt{0.75}=6.928$ eV and $\Delta W\equiv W_b-W_s=1.072$ eV.

\section{Contribution 2: the charge that narrowing would move}

The rectangle holds ten electrons per atom, so its density of states is $10/W$. Filling it from the bottom edge $e-W/2$ to the Fermi level gives
\begin{equation}
N=\frac{10}{W}\left(E_F-e+\frac W2\right)
\quad\Longrightarrow\quad
E_F-e=W\left(f-\tfrac12\right),\qquad f=\frac N{10}.
\label{fill}
\end{equation}
Suppose the surface band narrows with its centre frozen at the bulk value $e_b$. The bulk fixes $E_F-e_b=W_b(f-\frac12)$, so the surface count becomes
\begin{equation}
N_s=10\left[\frac12+\frac{W_b}{W_s}\left(f-\frac12\right)\right],
\qquad
N_s-N=10\left(f-\frac12\right)\left(\frac{W_b}{W_s}-1\right).
\end{equation}
This holds while $E_F$ lies inside the surface band, $|f-\frac12|W_b<W_s/2$, which here means $N$ between about 0.7 and 9.3.

For $N=3$ the surface would lose 0.309 electrons per atom; for $N=8$ it would gain 0.464. In an early metal the Fermi level lies below the centre, and narrowing pulls occupied states up through it. In a late metal it lies above the centre, and narrowing pulls empty states down through it. This is where the two signs originate.

\section{Contribution 3: repulsion moves the centre}

An excess of electrons raises the local potential energy of an electron, and a deficit lowers it. Let $U$ be the rise per added electron, with the bulk potential held fixed, and let $s=e_s-e_b$. Then $s=U(N_s-N)$. Since $E_F-e_s=W_b(f-\frac12)-s$, the charge change is
\begin{align}
N_s-N&=10\left[\frac{W_b(f-\frac12)-s}{W_s}-\left(f-\frac12\right)\right]\nonumber\\
&=\frac{10}{W_s}\left[\Delta W\left(f-\tfrac12\right)-s\right].
\end{align}
Multiplying by $U$, setting the result equal to $s$ and collecting the terms in $s$ gives
\begin{equation}
s=\Delta W\left(f-\tfrac12\right)\frac{U}{U+W_s/10}.
\label{finiteU}
\end{equation}
When $U\gg W_s/10$ the layer is neutral and
\begin{equation}
e_s-e_b=\Delta W\left(f-\tfrac12\right).
\label{centre}
\end{equation}
Neutrality also gives this directly, by subtracting (\ref{fill}) for the surface from (\ref{fill}) for the bulk.

Two limits make the result easy to picture. As $f\to0$ the shift tends to $-\Delta W/2$, which aligns the bottoms of the two bands. As $f\to1$ it tends to $+\Delta W/2$, which aligns their tops. At half filling the centres align.

\section{Contribution 4: the core level follows}

The core binding energy is $E_F-e_c$, counted positive. If the core level $e_c$ moves rigidly with the d centre, the surface-minus-bulk binding energy is
\begin{equation}
D=-(e_s-e_b)=\Delta W\left(\tfrac12-f\right).
\label{D}
\end{equation}
For the two fillings, $D=1.072\times0.2=+0.214$ eV and $D=1.072\times(-0.3)=-0.322$ eV, or $+214$ and $-322$ meV. Positive means deeper at the surface.

The rigid motion rests on electrostatics. A spherical shell of $q$ electrons at radius $R$ gives every electron inside it the same potential energy, $qq_e^2/(4\pi\varepsilon_0R)$, where $q_e$ is the elementary charge. A free zinc atom shows how well this works for a diffuse outer shell. In non-relativistic Hartree--Fock theory, removing both 4s electrons lowers the 2p level by 20.27 eV and the 3d level by 20.47 eV, a ratio of 0.99. A larger basis reduces both shifts by 0.02 to 0.03 eV and leaves the ratio unchanged. This supports a common shift from charge outside the d shell. It does not cover charge added to the d shell itself, which acts more strongly on the core than on the d electrons. In the model the only charge that moves is d charge, $s=U(N_s-N)$, so rigid motion remains an assumption for the whole of $D$. A free tungsten atom in a non-relativistic, exchange-only local-density calculation gives the size of the error: removing a fraction of a 6s electron shifts the 4f and 5d levels equally, while removing a fraction of a 5d electron shifts 4f about 10\% more than 5d.

\section{The same shift as a slope of the surface energy}

The band energy relative to the band's own centre is
\begin{align}
E(W,N)&=\frac{10}{W}\int_{-W/2}^{W(f-1/2)}x\,dx
=\frac5W\left[W^2\left(f-\tfrac12\right)^2-\frac{W^2}{4}\right]\nonumber\\
&=-5Wf(1-f).
\end{align}
The centre itself is left out because a uniform potential acting on a neutral atom costs no net energy. The band part of the surface energy per atom is then
\begin{equation}
g(N)=E(W_s,N)-E(W_b,N)=5\,\Delta W f(1-f).
\end{equation}
At fixed widths, with $df/dN=1/10$,
\begin{equation}
\frac{dg}{dN}=\frac{5\,\Delta W}{10}(1-2f)=\Delta W\left(\tfrac12-f\right)=D .
\end{equation}
The surface energy is a parabola in the filling, and $D$ is its slope: positive on the early side, negative on the late side.

This also gives a rough view of the final state. After core ionization and valence screening, the atom resembles the next element, with one more d electron. Exchanging it with a surface host atom costs about $g(N+1)-g(N)$, if the impurity is described by pure-metal surface energies. Expanding the parabola,
\begin{equation}
g(N+1)-g(N)=5\,\Delta W\left[\frac1{10}-\frac{2N+1}{100}\right]
=D-\frac{\Delta W}{20}.
\end{equation}
For the rectangle the correction is $-0.05$ eV at every filling. It gives $+0.161$ eV for $N=3$ and $-0.375$ eV for $N=8$, and it moves the change of sign from $N=5$ to $N=4.5$. A structured band has no such constant correction: in the fcc slab described below, the step in the top layer's band energy differs from $D$ by $-0.01$ to $-0.13$ eV, depending on the filling.

\section{What a real band shape does}

Half filling is special because the rectangle is symmetric. Suppose instead that bulk and surface share some other shape, merely scaled in width about the centroid. Equal filling then fixes the same reduced Fermi position $x_f=(E_F-e)/W$ in both, so $e_s-e_b=\Delta W\,x_f$ and
\begin{equation}
D=\left(1-\frac{W_s}{W_b}\right)(e_b-E_F).
\label{scaled}
\end{equation}
The sign changes where the bulk Fermi level meets the band centroid, at half filling or elsewhere.

A seven-layer fcc (111) slab also lets the shape change at the surface. It has all five d orbitals, hopping ratios $V_\sigma:V_\pi:V_\delta=-6:4:-1$ with $V_\sigma=-1.07$ eV, and a separate potential for each layer, adjusted until the layer is neutral. Occupations in the slab and in the fcc bulk are smeared with a Fermi function of width 0.1 eV. The surface-to-bulk ratio of root-mean-square widths is 0.866, as the neighbour count requires. The shifts $D$ in eV are:

\begin{center}
\begin{tabular}{cccc}
$N$ & rectangle & scaled fcc & slab\\
2 & $+0.32$ & $+0.33$ & $+0.37$\\
3 & $+0.21$ & $+0.22$ & $+0.35$\\
4 & $+0.11$ & $+0.08$ & $+0.00$\\
5 & $\phantom{+}0.00$ & $-0.03$ & $-0.04$\\
6 & $-0.11$ & $-0.15$ & $-0.17$\\
7 & $-0.21$ & $-0.23$ & $-0.28$\\
8 & $-0.32$ & $-0.32$ & $-0.40$\\
9 & $-0.43$ & $-0.40$ & $-0.44$
\end{tabular}
\end{center}

The opposite signs survive. The slab's middle layer differs from the bulk by up to 0.03 eV, but thirteen layers and a finer mesh move the surface values by less than 0.01 eV. The smearing matters more near the crossing: reducing it to 0.04 eV moves the value at $N=4$ from $0.00$ to $-0.03$ eV, while $N=3$, 5 and 8 stay within 0.01 eV. The slab shift therefore changes sign at about four electrons. Beyond the crossing it is small and not monotonic, about $-0.06$ eV at $N=4.5$ and $-0.04$ eV at $N=5$.

The slab value falls by 0.34 eV between $N=3$ and $N=4$ (0.38 eV with the smaller smearing), against 0.11 eV for the rectangle. The scaled fcc band shows no such drop, so scaling alone does not explain it. Apart from the slab's small numerical error, what remains is the change of shape at the surface. Which feature of the surface spectrum is responsible has not been resolved here.

\section{Weighing the corrections}

The first row below gives $D$ in the neutral rectangular model, in eV. Each later entry is the change in $D$ relative to it, also in eV, with the other corrections switched off. The changes need not add.

\begin{center}
\begin{tabular}{lcc}
Effect & $N=3$ & $N=8$\\
$D$, rectangle & $+0.21$ & $-0.32$\\
Slab band shape & $+0.13$ & $-0.08$\\
Finite $U=3$ eV & $-0.04$ & $+0.06$\\
Next-element step & $-0.05$ & $-0.05$\\
2\% relaxation & $-0.03$ & $+0.05$\\
Spin-orbit & $-0.01$ & $+0.01$
\end{tabular}
\end{center}

\textit{Incomplete neutrality.} With $U=3$ eV, the factor in (\ref{finiteU}) is $3/(3+0.693)=0.81$. The surface keeps $-0.06$ electrons for $N=3$ and $+0.09$ for $N=8$. The shift shrinks but keeps its sign.

\textit{Relaxation.} Let the top layer move inward by 2\% of the layer spacing. In units of the bulk bond length, its three back bonds shorten to $d=\sqrt{1/3+(2/3)(0.98)^2}=0.987$. If d hopping varies as $d^{-5}$, their squared hops grow by $d^{-10}$, and
\begin{equation}
W_s=W_b\sqrt{\frac{6+3d^{-10}}{12}}=7.09\ \text{eV}.
\end{equation}
Part of the narrowing is undone, and the rectangular $D$ falls by 15\% in magnitude. The width alone does not fix the effect for a structured band: in the fcc slab the same contraction lowers $|D|$ by 16\% at $N=8$ but raises it by 5\% at $N=3$.

\textit{Spin-orbit coupling.} The term $\xi\,\mathbf L\cdot\mathbf S$, with $\mathbf L$ and $\mathbf S$ in units of $\hbar$, has six d states at $\xi$ and four at $-\frac32\xi$. It adds $(6+4\times\frac94)\xi^2/10=\frac32\xi^2$ to both variances. Its cross term with hopping vanishes because hopping has no on-site part. Replacing each $W$ by $\sqrt{W^2+18\xi^2}$ with $\xi=0.4$ eV reduces $|D|$ by 2.5\%. This estimate keeps the rectangular shape and ignores spin-orbit splittings within the band. On the scaled fcc band the reduction depends on filling, about 7\% at $N=3$ and 2\% at $N=8$.

\textit{Temperature.} At 300 K the rectangular result is unchanged to numerical rounding. The density of states is flat around $E_F$, and the band edges are many $k_BT$ away. A sloping density of states would not give so complete a cancellation.

\section{Beside real metals}

The 8 eV width is a rough typical value for a 5d metal, the family that includes tantalum, tungsten and platinum, all used in chip processing. Measured shifts on their clean close-packed surfaces are roughly a few tenths of an eV, deeper for tantalum and shallower for platinum, in line with the signs of the rectangle. Near the middle of the series the rectangle and the fcc slab fall short. At $N=4$, the count for tantalum if tungsten has five, they give only $+0.11$ and $0.00$ eV. Tungsten shows the same limit. Its d band is near half filling, yet its close-packed surface has a core level shallower by roughly 0.3 eV. At $N=5$ the rectangle gives zero, the next-element step $-0.05$ eV and the fcc slab $-0.04$ eV, so neither shape accounts for most of the tungsten shift. Tantalum and tungsten are bcc, and the lattice matters. A seven-layer bcc (110) slab with first- and second-neighbour hopping scaled as $d^{-5}$, the same root-mean-square width and the same smearing gives about $+0.27$ eV at $N=4$, $-0.16$ eV at $N=4.5$ and $-0.25$ eV at $N=5$. Its middle layer is off the bulk by up to 0.03 eV, and thicker slabs were not tried. The bcc band shape can therefore supply shifts of the measured sign and size. The result is steep in the filling, however, and s and p electrons and full core-hole screening are absent from the model, so the agreement does not show that band shape is the whole cause. Real clean surfaces need not keep the ideal layer spacing. A 2\% contraction changes $D$ by several hundredths of an eV at most in these models, and in the slab the direction of the change depends on the filling. A film covered by oxide or adsorbates has chemical shifts of its own, and equation (\ref{D}) should not be applied to it. The remaining intermediate values are in the numerical output.

\section*{Calculated quantities}
\begin{verbatim}
Bulk d-band width: 8.000 eV
Surface and bulk neighbours: 9, 12
Surface d-band width: 6.928 eV
Width difference: 1.072 eV
Repulsion U: 3.0 eV per electron
early N=3: bulk Fermi level minus centre: -1.600 eV
early: surface charge change, frozen centre: -0.309 electrons
early: d-centre shift, neutral surface: -0.214 eV
early: core binding shift D: +0.214 eV = +214 meV
early: D with finite U: +0.174 eV
early: charge left with finite U: -0.058 electrons
early: band surface energy: 1.125 eV per atom
early: its slope dg/dN: +0.214 eV per electron
early: next-element step g(N+1)-g(N): +0.161 eV
late N=8: bulk Fermi level minus centre: +2.400 eV
late: surface charge change, frozen centre: +0.464 electrons
late: d-centre shift, neutral surface: +0.322 eV
late: core binding shift D: -0.322 eV = -322 meV
late: D with finite U: -0.261 eV
late: charge left with finite U: +0.087 electrons
late: band surface energy: 0.857 eV per atom
late: its slope dg/dN: -0.322 eV per electron
late: next-element step g(N+1)-g(N): -0.375 eV
Next-element step changes sign at N = 4.50
Largest 300 K deviation from D: 2.8e-16 eV
Slab sigma hopping: -1.069 eV
Slab surface/bulk rms width ratio: 0.8660
Core binding shifts in eV: rectangle / scaled fcc shape / slab
  N=2: +0.322 / +0.331 / +0.372
  N=3: +0.214 / +0.221 / +0.346
  N=4: +0.107 / +0.081 / +0.003
  N=5: +0.000 / -0.030 / -0.040
  N=6: -0.107 / -0.149 / -0.171
  N=7: -0.214 / -0.234 / -0.276
  N=8: -0.322 / -0.319 / -0.404
  N=9: -0.429 / -0.395 / -0.439
Slab shift first changes sign near N = 4.07
Largest middle-layer offset from bulk: 0.032 eV
Zn, 4s charge removed: 2p level moves -20.27 eV
Zn, 4s charge removed: 3d level moves -20.47 eV
Zn: ratio of 2p to 3d movement: 0.990
Spin-orbit parameter: 0.40 eV
Spin-orbit changes D by -2.5 %
Top-layer contraction: 2.0 %
Relaxed surface width: 7.092 eV
Relaxation changes D by -15.2 %
\end{verbatim}
